# Oxide Thickness from Si 2p Photoemission and Its Attenuation-Length Error

## Problem

A silicon wafer carries a thin, uniform layer of silicon dioxide. X-rays eject Si 2p electrons from both materials. Silicon atoms bonded to oxygen give a peak shifted by about 4 eV from the elemental peak, so the two signals can be measured separately. Let \(R=I_{\rm ox}/I_{\rm Si}\) be the ratio of the oxidized to the elemental peak area. Electrons are collected at an angle \(\theta\) from the surface normal.

(a) Derive the oxide thickness \(d\) as a function of \(R\).

(b) Evaluate it for \(R=1.20\), \(\theta=30^\circ\), an attenuation length in the oxide \(L_{\rm ox}=3.5\) nm, and a ratio \(R_0=0.90\) measured between a thick oxide and bare silicon.

(c) Find the error in \(d\) caused by a 10 percent error in \(L_{\rm ox}\) when this measured \(R_0\) is held fixed.

(d) Repeat (b) and (c) with \(R_0\) calculated from atom densities and attenuation lengths. Take \(L_{\rm Si}=3.0\) nm in silicon and mass densities of 2.33 g/cm³ for silicon and 2.20 g/cm³ for the oxide. Include the case in which both lengths are uncertain.

(e) Estimate the effects that the model neglects.

## Solution

### (a) From peak areas to thickness

Assume flat layers, a sharp interface, and an X-ray intensity that is uniform over the few nanometres that supply the signal. The silicon is much thicker than \(L_{\rm Si}\). An electron that loses energy leaves its peak. Describe the surviving signal by an exponential in the path length, with an effective attenuation length \(L\). An emitter at depth \(z\) sends its electrons along a straight path of length \(z/c\), where \(c=\cos\theta\), so its signal is reduced by \(e^{-z/(Lc)}\).

Let \(n_{\rm ox}\) and \(n_{\rm Si}\) be the numbers of silicon atoms per volume. Let \(K_{\rm ox}\) and \(K_{\rm Si}\) be the detected main-peak signals per atom before attenuation; they contain the X-ray flux, the cross section, the analysed area and the instrument response. Adding the emission from all depths of the oxide gives

\[
I_{\rm ox}=K_{\rm ox}n_{\rm ox}\int_0^d e^{-z/(L_{\rm ox}c)}\,dz
=K_{\rm ox}n_{\rm ox}L_{\rm ox}c\left[1-e^{-d/(L_{\rm ox}c)}\right].
\]

For the substrate, let \(z'\) be the depth below the interface. Its electrons cross part of the silicon and then the whole oxide:

\[
I_{\rm Si}=K_{\rm Si}n_{\rm Si}e^{-d/(L_{\rm ox}c)}
\int_0^\infty e^{-z'/(L_{\rm Si}c)}\,dz'
=K_{\rm Si}n_{\rm Si}L_{\rm Si}c\,e^{-d/(L_{\rm ox}c)}.
\]

The same \(L_{\rm ox}\) appears in both exponentials because the two peaks have nearly equal kinetic energies. Part (e) gives the size of this approximation.

For a very thick oxide the bracket in \(I_{\rm ox}\) tends to 1. For bare silicon the exponential in \(I_{\rm Si}\) equals 1. The ratio of these two reference signals is

\[
R_0=\frac{K_{\rm ox}n_{\rm ox}L_{\rm ox}}{K_{\rm Si}n_{\rm Si}L_{\rm Si}} .
\]

The factor \(c\) has cancelled. Now divide the signals of the actual sample and define \(u=d/(L_{\rm ox}c)\) and \(x=R/R_0\):

\[
R=R_0\frac{1-e^{-u}}{e^{-u}}=R_0(e^u-1),
\qquad\text{so}\qquad x=e^u-1 .
\]

Adding 1 and taking the logarithm gives \(u=\ln(1+x)\), or

\[
\boxed{d=L_{\rm ox}\cos\theta\,\ln\!\left(1+\frac{R}{R_0}\right)} .
\]

A contamination layer that attenuates both peaks by the same factor leaves \(R\) unchanged and does not alter this result.

For \(x\ll1\), \(\ln(1+x)\simeq x\) and the thickness is proportional to \(R\). For \(x\gg1\), it grows only logarithmically with \(R\), because the substrate signal falls as \(e^{-u}\). A fixed absolute error in the background under the elemental peak then becomes a relative error of that peak that grows as \(e^u\). This limits the method to oxides through which the substrate is still clearly visible.

### (b) Thickness with the measured reference ratio

The inputs give

\[
x=\frac{1.20}{0.90}=1.3333,\qquad \ln(1+x)=0.8473,
\]

\[
L_{\rm ox}c=3.5\times0.8660=3.031\ {\rm nm}.
\]

Therefore

\[
d=3.031\times0.8473=2.57\ {\rm nm}=25.7\ \text{Å}.
\]

### (c) A 10 percent error with \(R_0\) held fixed

With \(R\), \(R_0\) and \(\theta\) fixed, the logarithm does not change, and \(d\) is proportional to \(L_{\rm ox}\). Hence

\[
\frac{\Delta d}{d}=\frac{\Delta L_{\rm ox}}{L_{\rm ox}} .
\]

This holds for a finite change as well as a small one. An error of \(\pm10\%\) in \(L_{\rm ox}\) gives \(\pm10\%\) in \(d\), or \(\pm0.257\) nm. The attenuation-length contribution alone is thus written \(d=2.57\pm0.26\) nm.

The measured ratio also has an error. Differentiating the logarithm at fixed \(L_{\rm ox}\) gives

\[
\frac{\partial\ln d}{\partial\ln R}
=\frac{R}{\ln(1+x)}\,\frac{1}{1+x}\,\frac1{R_0}
=\frac{x}{(1+x)\ln(1+x)}\equiv s .
\]

Since \(x\) depends on \(R/R_0\), the sensitivity to \(R_0\) is \(-s\). Here \(s=0.674\), so a small relative error in either ratio is reduced by about one third.

### (d) The error when \(R_0\) is calculated

Suppose that both kinds of silicon atom give the same main-peak signal, \(K_{\rm ox}=K_{\rm Si}\). Then

\[
R_0=\frac{n_{\rm ox}L_{\rm ox}}{n_{\rm Si}L_{\rm Si}} .
\]

Each SiO₂ formula unit contains one silicon atom, so both atom densities follow from \(n=\rho N_A/M\), where \(\rho\) is the mass density, \(N_A\) the Avogadro constant and \(M\) the molar mass. With \(M=28.09\) g/mol for Si and 60.08 g/mol for SiO₂, \(n_{\rm Si}=49.95\) nm⁻³ and \(n_{\rm ox}=22.05\) nm⁻³. Thus

\[
R_0=\frac{22.05\times3.5}{49.95\times3.0}=0.515,
\qquad x=\frac{1.20}{0.515}=2.33,
\]

\[
d=3.031\times1.203=3.65\ {\rm nm}.
\]

This is 42 percent more than the thickness in (b), although \(R\), \(L_{\rm ox}\) and \(\theta\) are the same. The choice of \(R_0\) matters more here than the stated error in \(L_{\rm ox}\).

To find the new sensitivities, insert the calculated \(R_0\) into \(x\):

\[
x=\frac{R\,n_{\rm Si}L_{\rm Si}}{n_{\rm ox}L_{\rm ox}},\qquad
\ln d=\ln L_{\rm ox}+\ln c+\ln[\ln(1+x)] .
\]

The last term has derivative \(s\) with respect to \(\ln x\). Increasing \(\ln L_{\rm ox}\) by a small amount lowers \(\ln x\) by the same amount, whereas increasing \(\ln L_{\rm Si}\) raises it. The chain rule gives

\[
\frac{\partial\ln d}{\partial\ln L_{\rm ox}}=1-s,
\qquad
\frac{\partial\ln d}{\partial\ln L_{\rm Si}}=s .
\]

For \(x=2.33\), \(s=0.582\) and \(1-s=0.418\). A 10 percent error in \(L_{\rm ox}\) alone therefore gives about 4.2 percent in \(d\). The finite changes follow from the full formula. Raising \(L_{\rm ox}\) by 10 percent divides \(x\) by 1.1, and

\[
d_+=1.1\times3.031\times\ln\!\left(1+\frac{2.330}{1.1}\right)=3.79\ {\rm nm}.
\]

The change is \(+0.145\) nm, or \(+4.0\%\). Lowering \(L_{\rm ox}\) by 10 percent gives \(-0.160\) nm, or \(-4.4\%\). The two changes differ because the logarithm is nonlinear.

**Both lengths uncertain.** If both lengths contain the same scale error, \(R_0\) does not change and \(d\) again changes by 10 percent. The two sensitivities correspondingly sum to 1. If the errors are independent, with equal relative standard uncertainty \(\delta\), their variances add. To first order in \(\delta\),

\[
\frac{\sigma_d}{d}
=\delta\sqrt{s^2+(1-s)^2}
=\delta\sqrt{\frac12+2\left(s-\frac12\right)^2}.
\]

For \(\delta=10\%\), the example gives 7.2 percent. The second form shows that independent errors cannot give less than \(\delta/\sqrt2\), or 7.1 percent. The minimum lies at \(s=1/2\).

To see how \(s\) depends on thickness, substitute \(x=e^u-1\):

\[
s=\frac{e^u-1}{e^u u}=\frac{1-e^{-u}}u
=\frac1u\int_0^u e^{-v}\,dv .
\]

This is the average of a falling exponential over the interval from 0 to \(u\). It therefore decreases steadily from 1 at zero thickness towards 0 for a thick film. Numerical solution of \(s=1/2\) gives \(u=1.594\).

**The thin limit.** For small \(x\), keep the first correction to the logarithm:

\[
(1+x)\ln(1+x)\simeq(1+x)\left(x-\frac{x^2}{2}\right)
\simeq x+\frac{x^2}{2}.
\]

Hence \(s\simeq1/(1+x/2)\simeq1-x/2\), and the sensitivity to \(L_{\rm ox}\) is \(1-s\simeq x/2\). The thickness itself becomes

\[
d\simeq L_{\rm ox}c\,x=\frac{R\,c\,n_{\rm Si}L_{\rm Si}}{n_{\rm ox}} .
\]

The oxide length has cancelled. Electrons from a very thin oxide are hardly attenuated, so their signal counts the oxidized atoms. The substrate signal supplies the scale, and its sampled depth depends on \(L_{\rm Si}\). The error has moved from one length to the other.

This cancellation is absent in (c). There the measured \(R_0\) is held fixed while \(L_{\rm ox}\) changes, which means that the remaining factors in \(R_0\) must change to compensate.

**The thick limit.** For large \(u\), \(s\simeq1/u\), so the sensitivity to \(L_{\rm ox}\) approaches 1. The following values use the calculated \(R_0\), \(\theta=30^\circ\), and the linear estimate \(10(1-s)\) percent:

| \(d\) (nm) | \(R\) | Error from 10% in \(L_{\rm ox}\) alone |
|---:|---:|---:|
| 0.5 | 0.092 | 0.8% |
| 1.0 | 0.201 | 1.5% |
| 2.0 | 0.481 | 2.7% |
| 5.0 | 2.166 | 5.1% |
| 8.0 | 6.697 | 6.5% |

The small errors in the upper rows do not mean that the total error is small, since \(L_{\rm Si}\) then carries most of the sensitivity.

### (e) Neglected effects and the real case

The following estimates use the example with \(R_0=0.90\) and \(d=2.57\) nm, changing one effect at a time.

**Energy difference between the peaks.** Aluminium Kα radiation gives Si 2p electrons a kinetic energy of roughly 1387 eV. Assume \(L\propto E^{0.75}\) near this energy. A 4 eV reduction then makes \(L\) smaller by a fraction \(\epsilon=0.216\%\) for electrons from the oxide. Let \(L_{\rm ox}\) denote the length for the elemental peak. The oxide exponent becomes \(u/(1-\epsilon)\simeq u(1+\epsilon)\), and

\[
x=\left[1-e^{-u(1+\epsilon)}\right]e^u
=e^u-e^{-\epsilon u}\simeq e^u-1+\epsilon u .
\]

At fixed \(x\), the extra term \(\epsilon u\) must be balanced by \(e^u\,\delta u\). Therefore \(\delta u/u=-\epsilon e^{-u}\). The thickness changes by \(-0.09\%\), which is negligible beside 10 percent.

**Suboxide at the interface.** Some interfacial silicon atoms have fewer than four oxygen neighbours and give peaks between the two main ones. Suppose that one atomic layer of a (001) silicon surface is in this state and was left out of both peak areas. For a lattice constant \(a=0.543\) nm, its areal density is \(2/a^2=6.78\) nm⁻². Its electrons cross the same oxide as the substrate electrons. With equal signal per atom, its ratio to the elemental peak is

\[
\frac{2/a^2}{n_{\rm Si}L_{\rm Si}c}
=\frac{6.78}{49.95\times3.0\times0.8660}=0.052 .
\]

Counting this layer as oxide raises \(R\) from 1.200 to 1.252 and \(d\) by 0.075 nm, or 2.9 percent. This takes the signal per interfacial atom to be \(K_{\rm Si}\). The value \(R_0=0.90\) implies \(K_{\rm ox}/K_{\rm Si}=0.90/0.515\approx1.75\) for the densities and lengths of (d); if the interfacial atoms gave the signal \(K_{\rm ox}\) instead, \(d\) would rise by about 0.13 nm, or 5 percent. A reported thickness should state how these peaks were assigned.

**Angle and peak areas.** With \(R\) and \(R_0\) fixed, increasing the assumed angle from 30° to 31° changes \(d\) by \(\cos31^\circ/\cos30^\circ-1=-1.0\%\). Raising \(R\) by 5 percent raises \(d\) by 3.3 percent, close to the linear estimate \(0.674\times5\%\).

**Elastic scattering.** Elastic collisions bend the electron paths, so the effective length \(L\) is not the inelastic mean free path \(\lambda_i\). To estimate the difference, take \(\lambda_i=3.8\) nm and let a fraction \(\omega=0.10\) of all collisions be elastic, each sending the electron in a random direction. Real elastic collisions are more frequent but mostly deflect by small angles; this isotropic model replaces them with fewer, stronger deflections. Use the same values in both layers and assume isotropic photoemission.

By reciprocity, electrons can be followed backwards from the detector direction into the solid. The density of their inelastic collisions at each depth is then proportional to the detected signal from an emitter there. Let \(F\) be the fraction of these collisions deeper than \(d\). Oxide and substrate signals, each divided by its reference signal, are \(1-F\) and \(F\), so \(1+x=1/F\). The length that makes the thickness formula return the correct \(d\) is

\[
L_{\rm eff}=-\frac{d}{c\ln F}.
\]

A Monte Carlo calculation with two million paths per angle gives 3.55 nm at 30°, 3.59 nm at 60° and 3.77 nm at 75°. The statistical standard errors are at most 0.004 nm, so the last digit shown can be off by one unit. Using \(\lambda_i\) in place of \(L_{\rm eff}\) at 30° would overestimate the thickness by 7 percent. This figure is set by the assumed \(\omega\): the same model gives about 3.5 percent for \(\omega=0.05\) and 11 percent for \(\omega=0.15\). In this model and at this thickness, a length suited to 30° is also about 6 percent too small at 75°; the difference is smaller for a thinner oxide and larger for a thicker one.

**Uneven thickness.** If \(d\) varies across the analysed area, the signals average \(e^{-d/(L_{\rm ox}c)}\). The formula returns

\[
d_{\rm app}=-L_{\rm ox}c\,
\ln\left\langle e^{-d/(L_{\rm ox}c)}\right\rangle
\leq\langle d\rangle ,
\]

because the exponential is convex. Thin regions pass more substrate electrons and receive more weight. This argument assumes that the local slope of the surface and shadowing can be ignored.

**Comparison with practice.** The inputs are rough values for a thin thermal oxide measured with aluminium Kα radiation; they do not describe a particular wafer. Real oxides break the sharp-interface assumption, which moves the example by about 3 to 5 percent, depending on the signal per interfacial atom, if one atomic layer was left out of both peaks and is then counted as oxide. Moving such a layer from the elemental peak to the oxide peak has about twice this effect, because it also lowers the elemental signal. A larger concern is the assumption of equal main-peak signals per atom. Energy losses and background subtraction can remove different fractions of the two peaks. If the reference ratio is 0.90, using the calculated 0.515 instead raises the thickness by 42 percent. Diffraction in crystalline silicon can also change the elemental signal with direction, and anisotropic photoemission is omitted; neither has been estimated here.

For this example, the 10 percent thickness error from \(L_{\rm ox}\) therefore applies when \(R_0\) is held at a value from references measured and analysed in the same way as the sample. With a calculated \(R_0\), the same length error gives only about 4 percent, but the error of \(R_0\) itself can be much larger. A full uncertainty must also include the errors of \(R\) and \(R_0\), the angle, and the assignment of the interfacial peaks.
